# Source offset that flattens the film centre on a rotating substrate: test program

```python
"""Film thickness on a rotating flat substrate above a small parallel source.

Result under test: for a Lambertian source at height h and lateral distance a
from the rotation axis, the thickness t(r) at distance r from the axis obeys
  t(r)/t(0) = 1 + (4 a^2 - 2 h^2)/(h^2 + a^2)^2 * r^2 + O(r^4),
so the quadratic term vanishes at a = h/sqrt(2), where the next term is
-(20/27) (r/h)^4.
Symbols: n = exponent of the emission law cos^n (Lambertian: n = 1),
R = radius of the coated disc, omega = film volume per atom.
Tests use h = 1; the worked example uses angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

ANGLES = 2 * np.pi * np.arange(256) / 256


def fluence(offset, r, angle, h=1.0, n=1):
    """Atoms per area for one emitted atom, from position vectors."""
    source = np.array([offset, 0.0, 0.0])
    source_normal = np.array([0.0, 0.0, 1.0])
    substrate_normal = np.array([0.0, 0.0, -1.0])
    r, angle = np.broadcast_arrays(r, angle)
    point = np.stack([r * np.cos(angle), r * np.sin(angle),
                      np.full(r.shape, h)], axis=-1)
    path = point - source
    distance = np.sqrt(np.sum(path**2, axis=-1))
    cos_emit = path @ source_normal / distance
    cos_receive = -(path @ substrate_normal) * -1.0 / distance
    cos_receive = np.abs(cos_receive)
    return (n + 1) / (2 * np.pi) * cos_emit**n * cos_receive / distance**2


def rotated(offset, r, h=1.0, n=1):
    """Fluence averaged over whole turns, for an array of radii."""
    r = np.atleast_1d(np.asarray(r, dtype=float))
    return fluence(offset, r[:, None], ANGLES[None, :], h, n).mean(axis=1)


def curvature(offset, n=1):
    """Coefficient of r^2 in t(r)/t(0), by extrapolated differences."""
    step = 0.02
    t0, t_half, t_full = rotated(offset, [0.0, step / 2, step], n=n)
    c_half = (t_half / t0 - 1) / (step / 2)**2
    c_full = (t_full / t0 - 1) / step**2
    return (4 * c_half - c_full) / 3


# Every emitted atom must land somewhere on the infinite plane.
for n in (1, 3):
    total = quad(lambda r: 2 * np.pi * r * rotated(0.0, r, n=n)[0],
                 0, np.inf)[0]
    assert abs(total - 1) < 1e-7

# Closed form of the rotation average against the explicit average.
radii = np.linspace(0, 1.2, 13)
for a in (0.0, 0.4, 0.9, 1.5):
    A = 1 + a**2 + radii**2
    B = 2 * a * radii
    closed = A / (A**2 - B**2)**1.5 / np.pi
    assert np.allclose(rotated(a, radii), closed, rtol=1e-11, atol=0)

# Curvature formula, including its sign on both sides of the special offset.
for a in (0.0, 0.3, 0.6, 0.8, 1.3):
    formula = (4 * a**2 - 2) / (1 + a**2)**2
    assert abs(curvature(a) - formula) < 1e-5
assert curvature(0.6) < 0 < curvature(0.8)

# Offset of vanishing curvature, for Lambertian and other emission laws.
flat_offset = brentq(curvature, 0.3, 1.2)
assert abs(flat_offset - 1 / np.sqrt(2)) < 1e-6
for n in (0, 2, 3):
    root = brentq(lambda a: curvature(a, n), 0.3, 1.2)
    assert abs(root - np.sqrt(2 / (n + 3))) < 1e-5

# Series coefficients by symbolic integration over the rotation angle.
hs, a_s, rs = sp.symbols("h a r", positive=True)
phi = sp.symbols("phi", real=True)
kernel = (hs**2 + a_s**2 + rs**2 - 2 * a_s * rs * sp.cos(phi))**-2


def series_coefficient(order):
    term = sp.diff(kernel, rs, order).subs(rs, 0) / sp.factorial(order)
    term = sp.expand(term * (hs**2 + a_s**2)**(order + 2))
    mean = sp.integrate(term, (phi, 0, 2 * sp.pi)) / (2 * sp.pi)
    return sp.simplify(mean / (hs**2 + a_s**2)**order)


second = series_coefficient(2)
expected = (4 * a_s**2 - 2 * hs**2) / (hs**2 + a_s**2)**2
assert sp.simplify(second - expected) == 0
assert sp.simplify(second.subs(a_s, hs / sp.sqrt(2))) == 0
fourth = sp.simplify(series_coefficient(4).subs(a_s, hs / sp.sqrt(2))
                     * hs**4)
assert fourth == sp.Rational(-20, 27)

# Steady outward fall and the price in deposited material.
special = 1 / np.sqrt(2)
assert np.all(np.diff(rotated(special, np.linspace(0, 3, 151))) < 0)
centre_ratio = rotated(special, 0.0)[0] / rotated(0.0, 0.0)[0]
assert abs(centre_ratio - 4 / 9) < 1e-12


# A finite disc: the least spread occurs where edge and centre are equal.
def equal_edge_offset(disc):
    def difference(a):
        centre, edge = rotated(a, [0.0, disc])
        return edge / centre - 1
    return brentq(difference, 0.7, 0.8, xtol=1e-13)


def spread(a, disc):
    t = rotated(a, np.linspace(0, disc, 101))
    return (t.max() - t.min()) / t[0]


small_disc = 0.05
shift = (equal_edge_offset(small_disc)**2 - 0.5) / small_disc**2
assert abs(shift - 5 / 12) < 0.01
small_gain = (spread(equal_edge_offset(small_disc), small_disc)
              / spread(special, small_disc))
assert abs(small_gain - 0.25) < 0.01

# Worked example with round model parameters, lengths in angstrom.
h = 2.0e9
R = 5.0e8
omega = 10.0
t_centre = 1000.0
disc = R / h
best = equal_edge_offset(disc)
search = minimize_scalar(lambda a: spread(a, disc), bounds=(0.65, 0.8),
                         method="bounded", options={"xatol": 1e-9})
assert abs(search.x - best) < 1e-4

a_flat = flat_offset * h
atoms = t_centre / (omega * rotated(a_flat, 0.0, h)[0])
on_axis = atoms * omega * rotated(0.0, 0.0, h)[0]
still = atoms * omega * fluence(a_flat, R, np.array([0.0, np.pi]), h)
edge_loss = 1 - rotated(special, disc)[0] / rotated(special, 0.0)[0]
quartic_loss = -float(fourth) * disc**4
assert abs(edge_loss / quartic_loss - 1) < 0.15

print(f"source height h: {h:.3e} angstrom")
print(f"disc radius R: {R:.3e} angstrom")
print(f"film volume per atom: {omega:.1f} angstrom^3")
print(f"chosen centre thickness: {t_centre:.1f} angstrom")
print(f"ratio R/h: {disc:.4f} (no unit)")
print(f"offset of zero curvature, a/h: {flat_offset:.6f} (no unit)")
print(f"offset of zero curvature, a: {a_flat:.4e} angstrom")
print(f"same offset: {a_flat * constants.angstrom * 100:.3f} cm")
print(f"quartic coefficient: {float(fourth):.6f} (no unit)")
print(f"atoms emitted for that film: {atoms:.4e} (number)")
print(f"centre thickness, same atoms, a = 0: {on_axis:.1f} angstrom")
print(f"centre deposit relative to a = 0: {centre_ratio:.4f} (no unit)")
print(f"no rotation, edge nearest source: {still[0]:.1f} angstrom")
print(f"no rotation, edge farthest away: {still[1]:.1f} angstrom")
print(f"edge loss, full average: {100 * edge_loss:.4f} percent")
print(f"edge loss, quartic term: {100 * quartic_loss:.4f} percent")
print(f"best offset for this disc, a/h: {best:.5f} (no unit)")
print(f"best offset for this disc, a: {best * h:.4e} angstrom")
for label, a in (("a = 0", 0.0), ("a = h/sqrt(2)", special),
                 ("best offset", best)):
    print(f"spread (max-min)/centre, {label}: "
          f"{100 * spread(a, disc):.4f} percent")
print("thickness in angstrom, each centre set to the chosen value:")
print("r/R    a = 0     a = h/sqrt(2)   best offset")
fractions = np.linspace(0, 1, 5)
columns = []
for a in (0.0, special, best):
    profile = rotated(a, fractions * disc)
    columns.append(t_centre * profile / profile[0])
for f, t1, t2, t3 in zip(fractions, *columns):
    print(f"{f:.2f}   {t1:8.3f}   {t2:8.3f}        {t3:8.3f}")
print(f"small disc R/h = {small_disc}: (a^2/h^2 - 1/2)/(R/h)^2 = "
      f"{shift:.4f} (no unit)")
print(f"small disc: spread at best offset / spread at h/sqrt(2) = "
      f"{small_gain:.4f}")
print("no test failed")
```

Running it gives:

```
source height h: 2.000e+09 angstrom
disc radius R: 5.000e+08 angstrom
film volume per atom: 10.0 angstrom^3
chosen centre thickness: 1000.0 angstrom
ratio R/h: 0.2500 (no unit)
offset of zero curvature, a/h: 0.707107 (no unit)
offset of zero curvature, a: 1.4142e+09 angstrom
same offset: 14.142 cm
quartic coefficient: -0.740741 (no unit)
atoms emitted for that film: 2.8274e+21 (number)
centre thickness, same atoms, a = 0: 2250.0 angstrom
centre deposit relative to a = 0: 0.4444 (no unit)
no rotation, edge nearest source: 1539.5 angstrom
no rotation, edge farthest away: 612.9 angstrom
edge loss, full average: 0.2804 percent
edge loss, quartic term: 0.2894 percent
best offset for this disc, a/h: 0.72526 (no unit)
best offset for this disc, a: 1.4505e+09 angstrom
spread (max-min)/centre, a = 0: 11.4187 percent
spread (max-min)/centre, a = h/sqrt(2): 0.2804 percent
spread (max-min)/centre, best offset: 0.0688 percent
thickness in angstrom, each centre set to the chosen value:
r/R    a = 0     a = h/sqrt(2)   best offset
0.00   1000.000   1000.000        1000.000
0.25    992.233    999.989        1000.163
0.50    969.467    999.821        1000.520
0.75    933.229    999.100        1000.676
1.00    885.813    997.196        1000.000
small disc R/h = 0.05: (a^2/h^2 - 1/2)/(R/h)^2 = 0.4166 (no unit)
small disc: spread at best offset / spread at h/sqrt(2) = 0.2498
no test failed
```
